Orthogonality and the phased sum rule of 9j symbols

**Theorem.** Let j₁, j₂, j₃, j₄ be four commuting angular momenta coupled to a total J, and let J_ab be the angular momentum of the pair (a,b). A 9j symbol is written {a b c; d e f; g h i}, with semicolons between its rows. Then the following two statements hold.

(A) Orthogonality:

Σ_{J₁₃,J₂₄} (2J₁₃+1)(2J₂₄+1) {j₁ j₂ J₁₂; j₃ j₄ J₃₄; J₁₃ J₂₄ J} {j₁ j₂ J₁₂′; j₃ j₄ J₃₄′; J₁₃ J₂₄ J}
  = δ(J₁₂,J₁₂′) δ(J₃₄,J₃₄′) / [(2J₁₂+1)(2J₃₄+1)].

(B) Sum rule:

Σ_{J₁₃,J₂₄} (−1)^(2j₂+J₂₄+J₂₃−J₃₄) (2J₁₃+1)(2J₂₄+1) {j₁ j₂ J₁₂; j₃ j₄ J₃₄; J₁₃ J₂₄ J} {j₁ j₃ J₁₃; j₄ j₂ J₂₄; J₁₄ J₂₃ J}
  = {j₁ j₂ J₁₂; j₄ j₃ J₃₄; J₁₄ J₂₃ J}.

**Assumptions.** Every coupling of a and b to c obeys |a−b| ≤ c ≤ a+b, with a+b−c an integer. This applies to the fixed labels, and the sums run over all pairs (J₁₃,J₂₄) that obey it, including the coupling of J₁₃ and J₂₄ to J. Angular momenta are in units of ħ.

Both statements concern changes of basis. Four momenta can be paired as (12)(34), (13)(24) or (14)(23). Going from the first pairing to the second and back gives (A). Going from the first to the third by way of the second gives (B).

**Conventions and definition**

The state |(ab)c m⟩ is built from |a m_a⟩|b m_b⟩ with real coefficients. Its phase is the Condon-Shortley phase: in the top state m = c, the coefficient with m_a = a is positive, and the lower states follow by applying J₋ with positive square roots. The order inside the bracket matters, because the first momentum named is the one that fixes the sign.

With N(x) = √(2x+1), the 9j symbol is defined by

⟨(12)J₁₂,(34)J₃₄;JM | (13)J₁₃,(24)J₂₄;JM⟩
  = N(J₁₂)N(J₃₄)N(J₁₃)N(J₂₄) {j₁ j₂ J₁₂; j₃ j₄ J₃₄; J₁₃ J₂₄ J}.  (1)

Here (12) is short for (j₁j₂), and in each state the first pair is coupled to the second in the order written. The right side carries no M, which Lemma 2 justifies.

**Lemma 1.** For fixed J and M, each of the three pairings gives an orthonormal basis of one and the same space.

*Proof.* Take two momenta a and b first. A top state with total c has the form

|c c⟩ = Σ_m C(m) |a m⟩|b c−m⟩,

and J₊ must annihilate it. The coefficient of |a m+1⟩|b c−m⟩ in J₊|c c⟩ must therefore vanish:

C(m) √[a(a+1)−m(m+1)] + C(m+1) √[b(b+1)−(c−m−1)(c−m)] = 0.  (2)

The allowed m run from c−b to a. For m from c−b to a−1 both roots are positive, so one coefficient fixes all the others. There is thus one top state for each c, up to a factor, and lowering it gives 2c+1 states. States with different c or m are orthogonal, being eigenstates of J² and J_z with different eigenvalues. Since 2c+1 = (c+1)²−c², their total number is a telescoping sum:

Σ_c (2c+1) = (a+b+1)² − (a−b)² = (2a+1)(2b+1).

This is the dimension of the product space, so the coupled states form a complete orthonormal basis.

For four momenta, couple 1 with 2, then 3 with 4, then the two results. Each step replaces one orthonormal basis by another, so the final states are an orthonormal basis of the whole product space. Those with given J and M span the common eigenspace of J² and J_z. These two operators contain the sum of all four momenta and no reference to the pairing. The pairings (13)(24) and (14)(23) therefore span the same eigenspace. ∎

It follows that the three bases have equal size, and that the overlap matrix between any two of them is square, real and orthogonal.

**Lemma 2.** The overlap of two states with the same J and M but different pairings does not depend on M.

*Proof.* Let α and β stand for the pairings with their intermediate labels. For M > −J put

J₋|β J M⟩ = k |β J M−1⟩,  k² = J(J+1) − M(M−1).

The same positive k applies to α. Since J₊ is the adjoint of J₋,

⟨α J M−1|β J M−1⟩ = (1/k²) ⟨α J M|J₊J₋|β J M⟩.

The operator J₊J₋ equals J² − J_z² + J_z. On the state with J and M its value is J(J+1) − M² + M = k². The factor k² cancels, and the overlap at M−1 equals the overlap at M. ∎

**Lemma 3.** Exchanging the order inside a pair gives

|(ab)c m⟩ = (−1)^(a+b−c) |(ba)c m⟩.  (3)

*Proof.* By (2), C(m) and C(m+1) have opposite signs, so the coefficients of the top state alternate. From m = a down to m = c−b there are a+b−c steps. In |(ab)c c⟩ the coefficient at m_a = a is positive, so the one at m_a = c−b has the sign (−1)^(a+b−c). At that end m_b = c−m_a = b, and this is the coefficient that the convention makes positive in |(ba)c c⟩. The two normalized top states agree up to a sign, since the top state is unique up to a factor. That sign is (−1)^(a+b−c). The operator J₋ is the same for both orders, so lowering carries the sign to every m. ∎

Two spins ½ show the content of the lemma. The triplet, c = 1, is unchanged by exchange of the order, and the singlet, c = 0, changes sign.

**Proof of (A)**

Let A be the matrix of overlaps (1), with rows (J₁₂,J₃₄) and columns (J₁₃,J₂₄). Insert the complete (13)(24) basis between two states of the (12)(34) basis:

δ(J₁₂,J₁₂′) δ(J₃₄,J₃₄′)
  = Σ_{J₁₃,J₂₄} ⟨(12)J₁₂,(34)J₃₄|(13)J₁₃,(24)J₂₄⟩ ⟨(13)J₁₃,(24)J₂₄|(12)J₁₂′,(34)J₃₄′⟩.

The second overlap is real, so it equals the overlap (1) with primed row labels. Substituting (1) twice gives

δ(J₁₂,J₁₂′) δ(J₃₄,J₃₄′) = N(J₁₂)N(J₃₄)N(J₁₂′)N(J₃₄′) × S,

where S is the left side of (A). The factors N(J₁₃) and N(J₂₄) each occur twice and have become (2J₁₃+1)(2J₂₄+1) inside S. Divide by the four remaining factors, none of which is zero. Where the deltas do not vanish, primed and unprimed labels agree, and the divisor is (2J₁₂+1)(2J₃₄+1). This is (A). ∎

**Remark 1.** A is square and orthogonal, so AᵀA = 1 as well. The same steps then give a second orthogonality relation, with the sum over the other pair of labels:

Σ_{J₁₂,J₃₄} (2J₁₂+1)(2J₃₄+1) {j₁ j₂ J₁₂; j₃ j₄ J₃₄; J₁₃ J₂₄ J} {j₁ j₂ J₁₂; j₃ j₄ J₃₄; J₁₃′ J₂₄′ J}
  = δ(J₁₃,J₁₃′) δ(J₂₄,J₂₄′) / [(2J₁₃+1)(2J₂₄+1)].

**Proof of (B)**

The definition (1) holds for any names of the momenta. With 2, 3, 4 renamed a, b, c it reads

⟨(1a)(bc)|(1b)(ac)⟩ = N(J_1a)N(J_bc)N(J_1b)N(J_ac) {j₁ j_a J_1a; j_b j_c J_bc; J_1b J_ac J}.  (4)

An overlap must be brought to this order before it can be replaced by a 9j symbol, and Lemma 3 gives the price in signs.

*First to third pairing.* Choose a = 2, b = 4, c = 3 in (4). This is the overlap of (12)(43) with (14)(23). Turning (34) into (43) costs (−1)^(j₃+j₄−J₃₄), so

⟨(12)(34)|(14)(23)⟩ = (−1)^(j₃+j₄−J₃₄) N(J₁₂)N(J₃₄)N(J₁₄)N(J₂₃) {j₁ j₂ J₁₂; j₄ j₃ J₃₄; J₁₄ J₂₃ J}.  (5)

*Second to third pairing.* Choose a = 3, b = 4, c = 2. This is the overlap of (13)(42) with (14)(32). Two pairs must be turned, (24) and (23), so

⟨(13)(24)|(14)(23)⟩ = (−1)^(j₂+j₄−J₂₄) (−1)^(j₂+j₃−J₂₃) N(J₁₃)N(J₂₄)N(J₁₄)N(J₂₃) {j₁ j₃ J₁₃; j₄ j₂ J₂₄; J₁₄ J₂₃ J}.  (6)

*Composition.* The (13)(24) basis is complete, hence

⟨(12)(34)|(14)(23)⟩ = Σ_{J₁₃,J₂₄} ⟨(12)(34)|(13)(24)⟩ ⟨(13)(24)|(14)(23)⟩.  (7)

Insert (5) on the left, and (1) and (6) on the right. The product N(J₁₂)N(J₃₄)N(J₁₄)N(J₂₃) stands on both sides and cancels. The squares of N(J₁₃) and N(J₂₄) stay under the sum:

(−1)^(j₃+j₄−J₃₄) {j₁ j₂ J₁₂; j₄ j₃ J₃₄; J₁₄ J₂₃ J}
  = Σ_{J₁₃,J₂₄} (−1)^(2j₂+j₃+j₄−J₂₄−J₂₃) (2J₁₃+1)(2J₂₄+1) {j₁ j₂ J₁₂; j₃ j₄ J₃₄; J₁₃ J₂₄ J} {j₁ j₃ J₁₃; j₄ j₂ J₂₄; J₁₄ J₂₃ J}.

*The phase.* The number j₃+j₄−J₃₄ is an integer, so the left sign is its own inverse and may be moved to the right with its exponent reversed. The exponent under the sum becomes

E = (2j₂+j₃+j₄−J₂₄−J₂₃) − (j₃+j₄−J₃₄) = 2j₂ − J₂₄ − J₂₃ + J₃₄.

Both brackets are integers, so E is one, and (−1)^E = (−1)^(−E). Finally 4j₂ is even and may be added:

−E + 4j₂ = 2j₂ + J₂₄ + J₂₃ − J₃₄.

This is the exponent in (B). ∎

**Remark 2.** Of the quantities in the phase, J₂₄ alone is summed over. Split the exponent into two integers, J₂₄−j₂−j₄ and 3j₂+j₄+J₂₃−J₃₄ = 2j₂ + (j₂+J₂₃−j₃) + (j₃+j₄−J₃₄). The second is fixed and sets an overall sign. The first reverses the phase factor each time J₂₄ changes by one. The sign of a whole term also depends on the signs of its two 9j symbols, so the terms themselves need not alternate. The alternation of the phase factor records that the pair (24) stands in one order in the first 9j symbol and in the other order in the second. The term 2j₂ matters when j₂ is half-integer, for then it reverses the sign of the whole sum.

**Remark 3.** Both statements need the complete intermediate basis. If some allowed pairs (J₁₃,J₂₄) are left out, because of a truncated basis or a selection rule, the inserted operator is a projector and no longer the identity. In general both results then fail.

**One momentum equal to zero**

If j₄ = 0, the couplings force J₃₄ = j₃, J₂₄ = j₂ and J₁₄ = j₁. One sum remains, and the phase no longer varies under it:

(−1)^(3j₂+J₂₃−j₃) Σ_{J₁₃} (2J₁₃+1)(2j₂+1) {j₁ j₂ J₁₂; j₃ 0 j₃; J₁₃ j₂ J} {j₁ j₃ J₁₃; 0 j₂ j₂; j₁ J₂₃ J}
  = {j₁ j₂ J₁₂; 0 j₃ j₃; j₁ J₂₃ J}.

This is the composition law for three momenta, from (12)3 through (13)2 to 1(23). If instead j₃ = 0, then J₃₄ = j₄, J₁₃ = j₁ and J₂₃ = j₂. The remaining sum is over J₂₄, and its terms keep the alternating factor (−1)^(3j₂+J₂₄−j₄).

**Four spins ½ with J = 0**

This case can be followed by hand. Let both pairs of the first pairing be singlets, and likewise both pairs of the third. With the spins written in the order 1234, the singlet products are

|(12)0,(34)0⟩ = ½(↑↓↑↓ − ↑↓↓↑ − ↓↑↑↓ + ↓↑↓↑),
|(13)0,(24)0⟩ = ½(↑↑↓↓ − ↑↓↓↑ − ↓↑↑↓ + ↓↓↑↑).

Two terms are common and have equal signs, so the overlap is ¼ + ¼ = ½. All four N factors are 1, hence

{½ ½ 0; ½ ½ 0; 0 0 0} = ½.

For J = 0 the other allowed intermediate pair is (J₁₃,J₂₄) = (1,1), with weight 3·3 = 9. Write x = {½ ½ 0; ½ ½ 0; 1 1 0}. Orthogonality (A) gives

1·(½)² + 9x² = 1, so x² = 1/12.

The second symbol needed in (B) is {½ ½ 1; ½ ½ 1; 0 0 0}, the transpose of the first. It also equals x. To see this, read the real overlap (1) from right to left and exchange the names 2 and 3: the same number is then given by the transposed symbol. The phase in (B) is (−1)^(1+J₂₄), so the sum is

−1·(½)(½) + 9x² = −¼ + ¾ = ½,

which agrees with the third symbol, {½ ½ 0; ½ ½ 0; 0 0 0}. Without any phase the sum would be ¼ + ¾ = 1. Without the 2j₂ part it would be ¼ − ¾ = −½.

**Two p electrons with spin, J = 2**

Let the four momenta be l₁, s₁, l₂, s₂ = 1, ½, 1, ½ in this order. The pairing (12)(34) is then jj coupling, with each electron's orbital momentum joined to its own spin. The pairing (13)(24) is LS coupling, with J₁₃ = L and J₂₄ = S. The third pairing joins each orbital momentum to the spin of the other electron. The electrons are labelled, and no antisymmetry has been imposed. For J = 2 each basis has three states.

*Orthogonality.* For (J₁₂,J₃₄) = (½,3/2), the overlaps with (L,S) = (1,1), (2,0), (2,1) are 0.408248, −0.577350 and 0.707107. Their squares add up to 1. In terms of 9j symbols, the left side of (A) is

0.020833 + 0.041667 + 0.062500 = 0.125000,

and the right side is 1/(2·4) = 0.125. Between the rows (½,3/2) and (3/2,3/2) the terms are

0.029463 − 0.029463 + 0 = 0.

The last term vanishes by symmetry. Exchange both orbital momenta and spins of the electrons. By Lemma 3 an LS state acquires (−1)^(2−L)(−1)^(1−S), which is +1 for (2,1). The jj state (3/2,3/2) with J = 2 acquires (−1)^(3−2) = −1. States of opposite exchange symmetry are orthogonal.

*Sum rule.* Take (J₁₂,J₃₄) = (½,3/2) and (J₁₄,J₂₃) = (½,3/2). The exponent is 1 + S + 3/2 − 3/2 = S + 1. The three terms, each a phase times (2L+1)(2S+1) times two 9j symbols, are

(1,1): +9 · 0.048113 · 0.048113 = 0.020833,
(2,0): −5 · (−0.091287) · (−0.091287) = −0.041667,
(2,1): +15 · 0.064550 · 0.064550 = 0.062500.

Their sum is 0.041667 to the accuracy of the rounding, and the third 9j symbol, computed directly, is 0.041667. By (5) the overlap of the two states is this number times √(2·4·2·4) = 8, with the sign (−1)^(1+½−3/2) = +1. The result is 0.333333.

The LS state (2,1) is even under exchange of the electrons, so it is forbidden for two real electrons in the same p shell. It must still be kept in this sum, because the labelled state (½,3/2) is not antisymmetric and has weight (0.707107)² = ½ in (2,1). For an antisymmetric state, such as (3/2,3/2), the (2,1) term is zero and may be dropped, but not here. Without it the result would be 0.020833 − 0.041667 = −0.020833, which even has the wrong sign. This is an instance of Remark 3.

*Physical meaning of the phase.* Let P exchange the two spins and leave the orbital momenta alone. Acting on a jj state, it gives

P|(l₁s₁)j_c,(l₂s₂)j_d⟩ = |(l₁s₂)j_c,(l₂s₁)j_d⟩ = (−1)^(l₂+s₁−j_d) |(l₁s₂)j_c,(s₁l₂)j_d⟩.

The last state belongs to the third pairing. The matrix of P in the jj basis is therefore the overlap matrix of the first and third pairings, with the sign (−1)^(l₂+s₁−j_d) on each column. In LS coupling P is diagonal, and by Lemma 3 its value is (−1)^(1−S) = (−1)^(S+1): +1 for triplets and −1 for singlets. In this example the S-dependent sign in (B) is thus the eigenvalue of spin exchange, and the sum rule is the expansion of P in its eigenstates.

The spin product s₁·s₂ is ¼ in a triplet and −¾ in a singlet. The expression

s₁·s₂ = (2P − 1)/4

takes both values correctly, so it holds as an operator identity. The diagonal elements of P are 0.333333 in all three jj states, which gives

⟨s₁·s₂⟩ = (2·0.333333 − 1)/4 = −0.083333 (in units of ħ²).

The three values agree because each jj state has the same singlet weight, (0.577350)² = 1/3. The negative sign does not mean that the singlet dominates. The triplet weight is 2/3, but a singlet contributes three times as strongly as a triplet, and with the opposite sign: ⅔·¼ − ⅓·¾ = −1/12. These values belong to the labelled states. For two real electrons in the same p shell, (3/2,3/2) is already antisymmetric and keeps −1/12. The other J = 2 level is the antisymmetric combination of (½,3/2) and (3/2,½). It has singlet weight 2/3 and triplet weight 1/3, so its value is ⅓·¼ − ⅔·¾ = −5/12.

**Numerical check**

The numerical output covers six sets of momenta, with integer and half-integer values. There the coupled states are built with ladder operators, and the 9j symbols are calculated separately from sums of 6j symbols. Definition (1), both orthogonality relations, the composition (7) and the sum rule (B) hold with absolute errors below 10⁻¹⁵. If the phase in (B) is left out, the two sides differ by up to 0.194444 in these cases. If its 2j₂ part alone is left out, they differ by up to 0.250000.

Computed results

```
All numbers dimensionless unless a unit is given
l1,s1,l2,s2 = 1, 1/2, 1, 1/2 ; J = 2
A: rows (J12,J34), columns (L,S)
  columns: (1,1) (2,0) (2,1)
  (1/2,3/2)   0.408248  -0.577350   0.707107
  (3/2,1/2)  -0.408248   0.577350   0.707107
  (3/2,3/2)   0.816497   0.577350   0.000000
B: rows (L,S), columns (J14,J23)
  columns: (1/2,3/2) (3/2,1/2) (3/2,3/2)
  (1,1)   0.408248   0.408248   0.816497
  (2,0)   0.577350   0.577350  -0.577350
  (2,1)   0.707107  -0.707107   0.000000
C: rows (J12,J34), columns (J14,J23)
  columns: (1/2,3/2) (3/2,1/2) (3/2,3/2)
  (1/2,3/2)   0.333333  -0.666667   0.666667
  (3/2,1/2)   0.666667  -0.333333  -0.666667
  (3/2,3/2)   0.666667   0.666667   0.333333
Orthogonality: (J12,J34) = (1/2,3/2) and (3/2,3/2)
  (L,S) (1,1) same   0.020833 cross   0.029463
  (L,S) (2,0) same   0.041667 cross  -0.029463
  (L,S) (2,1) same   0.062500 cross   0.000000
  sums: same   0.125000 cross   0.000000
  1/((2J12+1)(2J34+1)) =   0.125000
Sum rule: (J12,J34) = (1/2,3/2) (J14,J23) = (1/2,3/2)
  (L,S) (1,1) weight 9 phase 1
    9j first   0.048113 second   0.048113 term   0.020833
  (L,S) (2,0) weight 5 phase -1
    9j first  -0.091287 second  -0.091287 term  -0.041667
  (L,S) (2,1) weight 15 phase 1
    9j first   0.064550 second   0.064550 term   0.062500
  sum   0.041667  third 9j   0.041667
Spin exchange P in the jj basis
  columns: (1/2,3/2) (3/2,1/2) (3/2,3/2)
  (1/2,3/2)   0.333333   0.666667   0.666667
  (3/2,1/2)   0.666667   0.333333  -0.666667
  (3/2,3/2)   0.666667  -0.666667   0.333333
Mean s1.s2 in jj states (hbar^2):
  (1/2,3/2)  -0.083333
  (3/2,1/2)  -0.083333
  (3/2,3/2)  -0.083333
Cases tested: 6 ; largest errors:
  definition 9e-16, orthogonality 2e-16
  composition 4e-16, sum_rule 3e-17
Largest failure with no phase:   0.194444
Largest failure without (-1)^(2 j2):   0.250000
```
